# Comment on cupric-ion concentration as the cause of copper superfilling

## The argument under review

The manuscript considers copper plating into a trench whose walls and floor all conduct. In superfilling, the floor advances faster than the side walls and the trench fills from below. The author explains this in three steps. The deposition rate is proportional to the cupric-ion concentration at the surface. The floor grows fastest. Therefore the concentration must be highest at the floor, where ions drawn in by the field are said to collect.

The first two steps can be granted. The third assumes that the factor between rate and concentration is the same everywhere on the copper. Whether ions can collect at the floor is a separate question, and the ion balance in the trench answers it.

## The ion balance

Let the trench have depth $h$ and local width $w(z)$, and let it be long in the third direction. The coordinate $z$ runs from the mouth, $z=0$, down to the floor, $z=h$. With surface concentration $C$, molar volume of copper $\Omega$ and rate constant $k>0$, the growth speed is

$$v=\Omega kC. \tag{1}$$

I assume still liquid in the trench, steady diffusion with diffusivity $D$, no migration term in the cupric flux (its effect is taken up below), and negligible dissolution of copper. The slot is narrow enough for $C$ to be nearly uniform across it. The relations contain no quantum constant and hold in any consistent units.

Per unit length of trench, the downward diffusive flow is $-DwC'$, where the prime means $d/dz$. A slice of thickness $dz$ loses $2kC\,dz$ to its two walls. Inflow minus outflow equals this loss:

$$-DwC'\big|_{z}+DwC'\big|_{z+dz}=2kC\,dz
\quad\Rightarrow\quad D\,(wC')'=2kC. \tag{2}$$

At the floor the arriving flux $-DC'$ is consumed by deposition:

$$DC'(h)=-kC(h). \tag{3}$$

At the mouth $C(0)=C_m>0$.

## Which way the concentration runs

The sign of $C'$ follows without solving (2). Suppose first that $C(h)>0$. By (3), $wC'$ is negative at the floor. Going upward from there, $C$ increases and so stays positive. By (2), $wC'$ increases with $z$ wherever $C>0$, so above the floor it is even more negative than at the floor. Hence $C'<0$ over the whole depth.

The other cases are excluded. If $C(h)=0$, then $C'(h)=0$ as well, and the linear equation (2) gives $C=0$ everywhere. If $C(h)<0$, the same argument applied to $-C$ makes $C$ negative everywhere. Both contradict $C_m>0$.

Neither a constant width nor a uniform $k$ was used. A trench that widens downward, or a floor far more active than the walls, still has its lowest width-averaged concentration at the floor. This holds while $C$ is nearly uniform across the slot. Where a patch of wall is so active that it drains the liquid beside it, the surface concentration there can be well below that at a sluggish floor. As a numerical test, (2) was solved for 200 random trenches, with local widths between 0.2 and 3 times the mouth width and rate constants spread over four decades. The concentration fell from each slice to the next in all of them.

The width average is not essential to the main point. In two dimensions $\nabla^2C=0$ in the liquid, so the largest $C$ lies on the boundary. On copper, with the normal $n$ pointing into the metal, $\partial C/\partial n=-kC/D<0$: the concentration rises on leaving the surface, so the maximum cannot be there. It lies on the mouth plane.

The author may reply that the field pulls cations inward. Take a case more favourable to that reply, a pure copper sulfate solution without acid. Let $\phi$ be the potential in the liquid and $f=F/RT$, with $F$ the Faraday constant, $R$ the gas constant and $T$ the temperature. Electroneutrality gives both ions the concentration $C$. Sulfate does not react, so its flux vanishes in the steady state:

$$\nabla C-2fC\nabla\phi=0\quad\Rightarrow\quad 2fC\nabla\phi=\nabla C.$$

The cupric flux is then

$$N=-D(\nabla C+2fC\nabla\phi)=-2D\nabla C. \tag{4}$$

The field does help the ions inward, by a factor of two. In the transport terms of (2) and (3), $D$ is replaced by $2D$. The concentration depletion becomes smaller, and the gradient keeps its sign. The same steps apply to any bath in dilute-solution theory. With the non-reacting ions (charges $z_i$, concentrations $c_i$) at zero flux, electroneutrality gives $f\nabla\phi=2\nabla C/\sum z_i^2c_i$, so $D$ is multiplied by the positive factor $1+4C/\sum z_i^2c_i$. At the copper content used below, migration is not negligible: even with 1.8 mol/L acid the factor is 1.2 to 1.6, depending on how much sulfate is bound as bisulfate, and with little acid it is near 2. The concentration depletions computed below with the bare $D$ are therefore on the high side.

## How large the depletion is

Now let $w$ be constant and $k$ uniform on the walls. For later use, let the floor have the rate constant $Ek$; $E=1$ is the additive-free case. Define

$$\lambda=\sqrt{\frac{wD}{2k}},\qquad q=\frac h\lambda,\qquad \beta=\frac{k\lambda}{D}.$$

Equation (2) becomes $C''=C/\lambda^2$, with the solution

$$C=A\cosh\frac{h-z}{\lambda}+B\sinh\frac{h-z}{\lambda}.$$

At the floor $C=A$ and $C'=-B/\lambda$. The floor condition $DC'=-EkC$ gives $B=E\beta A$. Setting $C(0)=C_m$ fixes $A$, which is the floor concentration:

$$\frac{C(h)}{C_m}=\frac{1}{\cosh q+E\beta\sinh q}. \tag{5}$$

For $E=1$ and small $q$ and $\beta q$, expand $\cosh q\approx1+q^2/2$ and $\sinh q\approx q$. Since $q^2/2=kh^2/(wD)$ and $\beta q=kh/D$,

$$1-\frac{C(h)}{C_m}\approx\frac{kh}{D}\left(1+\frac hw\right). \tag{6}$$

The first term is the supply to the floor and the second the supply to the walls. At fixed aspect ratio $h/w$ and fixed $k$, weak depletion grows in proportion to the size of the trench.

For numbers I take an acid copper sulfate bath with rough typical values: 0.60 mol/L copper, $D=5.0\times10^{-6}$ cm²/s, 10 mA/cm² and a boundary layer of 50 µm above an isolated trench. With current density $j$, two electrons per ion and layer thickness $\delta$, the concentration drop across the layer is $j\delta/(2FD)=0.052$ mol/L, so $C_m=0.548$ mol/L. Then

$$k=\frac{j}{2FC_m}=9.45\times10^{-5}\ \text{cm/s},\qquad v_m=\frac{\Omega j}{2F}=3.68\ \text{nm/s},$$

where $v_m$ is the growth speed at the mouth.

For a trench 100 nm wide and 500 nm deep, $kh/D=9.45\times10^{-4}$ and $1+h/w=6$. Equation (6) gives a depletion of 0.567 % relative to the mouth, and (5) gives nearly the same, 0.565 %. So the depletion has the wrong sign for the manuscript's purpose, and it is also small. In this model a narrow additive-free trench plates almost evenly, with a slight preference for the opening.

The same bath acts differently on a trench one hundred times larger in both dimensions, with $k$ and $C_m$ held fixed. Here $q=0.972$ and $\beta=0.0972$, so

$$\frac{C(h)}{C_m}=\frac{1}{1.511+0.110}=0.617.$$

The floor grows 38 % more slowly than the wall at the mouth. Equation (6) would give 57 %. It is too high because it lets the walls and the floor consume ions at the full mouth rate, although their consumption drops with the concentration.

A two-dimensional solution with the mouth plane held at $C_m$ tests the width average. It gives 0.99435 for the narrow trench, as (5) does, and 0.6175 for the large one, against 0.6168 from (5). The small difference can be traced. The profile across the slot is nearly parabolic, with slope $kC/D$ at the wall, which puts the wall concentration below the width average by the fraction $kw/(6D)$. For the large trench this is 0.3 %. The walls consume that much less than (2) assumes, $q^2$ falls by the same fraction, and (5) rises by about 0.1 %, as seen.

A uniform concentration on the mouth plane is itself an idealization. A second calculation for the narrow trench included 300 nm of liquid above it and the plating flat surface on either side. The floor was then depleted by 0.57 % relative to the wall just below the lip on a 5 nm mesh, rising to about 0.58 % on finer meshes that sample closer to the corner, so the idealization matters little here.

## What depletion does to the shape

With $k$ uniform, (1) makes growth fastest where $C$ is highest, at the mouth. Both walls advance, so

$$\frac{\partial w}{\partial t}=-2\Omega kC(z,t). \tag{7}$$

Start from vertical walls. The sign argument holds for any width profile, hence at each later moment too. The mouth therefore loses width fastest throughout, is the narrowest place, and closes first, at

$$t_c=\frac{w_0}{2v_m}=\frac{100\ \text{nm}}{2\times3.68\ \text{nm/s}}=13.6\ \text{s}$$

for the narrow trench of initial width $w_0$. Whatever is still open below is sealed in. The trapped liquid cannot fill the gap later: its copper, turned to metal, would occupy at most $C_m\Omega=0.39$ % of its volume.

Following (7) in time, with the floor rising and $C_m$ held fixed, leaves 1.2 % of the narrow trench's area open at closure, with a widest gap of about 2 nm (1.9 nm at the resolution of the output below, 1.96 nm with finer steps). The calculation neglects the slope of the walls and the rise of the flat surface around the mouth. A gap of seven or eight atomic diameters may also be no larger than the roughness of real copper, so the figure shows the tendency of the model and does not predict the seam in a real trench. Doubling the numbers of depth cells and time steps changed the void area by less than 5 %.

A gap of about 2 % of the width may seem large beside an initial depletion of 0.57 %. The reason is that depletion strengthens as the slot narrows. When the mouth has shrunk to $w_c$, the slot near the floor is wider than the mouth by the accumulated growth deficit $\Delta w$, with $h$ held fixed. Using (6) at each mouth width $w$,

$$\Delta w\approx\int_{w_c}^{w_0}\frac{kh}{D}\left(1+\frac hw\right)dw
=\frac{kh}{D}\left[(w_0-w_c)+h\ln\frac{w_0}{w_c}\right]. \tag{8}$$

The weak law loses accuracy gradually as the slot narrows. When $kh^2/(Dw_c)\approx1$, that is, at $w_c\approx0.5$ nm, it gives nearly twice the depletion of (5). Inserting this cut-off gives $\Delta w\approx0.1+2.5=2.6$ nm. During the last 0.5 nm of closure the deficit can grow by at most another 0.5 nm. The estimate is rough: it treats the slot as no wider below than at its mouth and ignores the rise of the floor, and both simplifications overstate the depletion. It has the size of the computed gap and shows where it comes from.

In the large trench 35 % of the area is still open when the mouth shuts, and the widest gap is about 5 µm, half the original width. Diffusion depletion alone thus produces a seam in the small trench and a large void in the big one.

## What faster floor growth requires

Let $R$ be the growth speed of the floor divided by that of the wall at the mouth. From (1) and (5),

$$R=\frac{EkC(h)}{kC_m}=\frac{E}{\cosh q+E\beta\sinh q}. \tag{9}$$

Multiply by the denominator and collect the terms in $E$:

$$R\cosh q=E\,(1-R\beta\sinh q)
\quad\Rightarrow\quad E=\frac{R\cosh q}{1-R\beta\sinh q}. \tag{10}$$

A positive $E$ exists if $R<1/(\beta\sinh q)$. This ceiling is approached as $E\to\infty$, when the concentration at the floor tends to zero and transport alone limits its growth.

In the large trench, equal growth of floor and mouth needs $E=1.70$. The two-dimensional solution at this $E$ has a floor concentration of 0.590 $C_m$, compared with 0.617 $C_m$ at $E=1$. The floor has been made to grow faster, and its concentration has gone down. This is the direct counterexample to the manuscript's third step: a faster floor is no evidence of a richer solution there.

To fill completely from below, a flat floor must travel $h$ before each wall travels $w/2$. If both speeds stay constant,

$$\frac{h}{v_{\text{floor}}}<\frac{w}{2v_{\text{wall}}}
\quad\Rightarrow\quad R>\frac{2h}{w}. \tag{11}$$

Both trenches here need $R>10$. A milder advantage of the floor already improves the filling, so (11) is the condition for this particular shape history and not for every void-free fill.

Suppose concentration had to supply the factor of ten, with $k$ uniform. The floor would need $10\times0.548=5.5$ mol/L, about nine times the bulk value. Copper sulfate dissolves in water at room temperature to somewhat more than 1 mol/L, as a rough figure. The proposed cause would require a solution far beyond saturation, besides a source of ions that the trench does not contain.

If kinetics supplies the factor, (10) gives $E=10.14$ for the narrow trench. The excess of 1.4 % over ten is the cost of depletion, and the transport ceiling, about 1060, is far away. In the large trench the ceiling is 9.1, below the required ten, so no floor activity satisfies (11) in the starting geometry at this wall rate. This does not forbid filling: the ceiling rises as the floor comes up, and it also rises if $k$ on the walls is reduced.

## Where the larger rate constant can come from

The usual account is an adsorbed accelerator that displaces a suppressing layer and stays on the surface as copper grows beneath it. The rise of $k$ with accelerator coverage is an assumption of that account, which I do not derive. What follows from geometry, if no adsorbate is lost, is that adsorbate gathers at the two bottom corners, where surface area disappears. A flat part of the floor keeps its local coverage, as a flat wall does. The balance below is a simplified one: it assigns everything gathered at the corners to the floor and averages it over the floor width.

Let $\theta$ be the mean coverage on the floor and $\theta_w$ that on the walls. Per unit length the floor holds an amount $\theta w$. In a time $dt$ it rises by $v_{\text{floor}}dt$ and takes up the adsorbate of two wall strips of that height. Assume that the closing walls push the floor's own adsorbate ahead of them. Then $d(\theta w)=2v_{\text{floor}}\theta_w\,dt$, while $dw=-2v_{\text{wall}}dt$, and the product rule gives

$$w\frac{d\theta}{dt}=2v_{\text{floor}}\theta_w+2v_{\text{wall}}\theta. \tag{12}$$

Begin with equal coverage $\theta_0$ and equal speed $v$ on all surfaces. A flat wall does not change its area density by advancing, so $\theta_w=\theta_0$. Integrating $d(\theta w)/dt=2v\theta_0$ and dividing by $w=w_0-2vt$,

$$\frac{\theta}{\theta_0}=\frac{w_0+2vt}{w_0-2vt}. \tag{13}$$

After 20 nm of growth in the narrow trench this is $140/60=2.33$. Under this bookkeeping the mean coverage of the floor has more than doubled before any difference in speed was assumed, and without any difference in cupric concentration. If the walls kept half of the corner load, the gain would be $100/60=1.67$. In either case the excess sits at the corners until surface diffusion or a change of shape spreads it. Once $k$ responds, the speeds differ and (12) replaces (13). Coverage also cannot exceed a full layer, so the initial value must be low for the gain to continue.

## The model beside a real bath

The narrow trench, the copper content and the current density lie in the regime of damascene plating, as far as rough typical values can say. A real superfilling bath breaks the assumption of uniform $k$: additives are there to make it non-uniform. In the model, going from $E=1$ to $E=10.14$ moves the growth ratio from 0.994 to 10. Real patterns are also often dense. For equal lines and spaces with the same depth and the same $j$ on all copper, the current per chip area rises by the factor $1+2h/(2w)=6$. The drop across the boundary layer becomes 0.31 mol/L and $C_m$ about 0.29 mol/L. Holding $j$ then means a $k$ larger by 1.9, and the floor depletion rises from 0.57 % to about 1.1 %. The whole pattern is starved, but the order of floor and mouth is unchanged.

The other neglected effects have these sizes:

- **Ohmic drop.** For a conductivity of 0.05 S/cm the ohmic estimate of the potential drop down the narrow trench is 0.06 mV. With a transfer coefficient of 0.5 it slows the floor by 0.12 %. In the large trench the figures are 6 mV and 11 %, computed with the undepleted current and therefore high. This effect also favours the opening. The conductivity chosen is that of a bath with little acid. The ohmic formula assumes uniform composition and gives only the order of size. In the steady state the potential follows the concentration gradient as described after (4). For the narrow trench this gives 0.01 to 0.04 mV for acid contents from 1.8 mol/L down to zero, and the drop does not fall in proportion to the conductivity.
- **Missing acid.** With $D$ doubled as in (4), and $k$ and $C_m$ held fixed, the depletions are 0.28 % and 23 %. In such a solution $k$ is not uniform, because $\phi$ follows $\ln C/(2f)$. With a transfer coefficient of 0.5 the rate goes as $C^{1.25}$, and the floor grows more slowly than the mouth by 0.35 % and 27 %.
- **Dissolution.** At an assumed overpotential of 0.10 V the back reaction is 0.04 % of the forward rate. This depends strongly on the exchange current: at 10 mA/cm² it is 0.01 %, 0.8 % and 28 % for exchange currents of 1, 3 and 10 mA/cm². At uniform potential it replaces $C$ by $C$ minus a constant in (2) and (3), which leaves the sign argument intact as long as the net reaction is deposition.
- **Time dependence.** Diffusion over the depth takes 0.5 ms in the narrow trench and 5 s in the large one, against closing times of 13.6 s and about 1400 s.
- **Capillarity.** For a surface energy of 1.8 J/m² and a concave radius of 50 nm, the rate could change by up to 11 % if the whole energy shift acted on the forward reaction.

The last entry exceeds the depletion of the narrow trench and can favour concave corners. The statement that the opening grows faster therefore concerns diffusion alone; in a real 100 nm trench without additives, curvature could outweigh it locally. Capillarity acts through the rate constant and not through ion enrichment. At a radius of 50 nm its 11 % is far from the factor of ten in (11). The bound grows quickly at sharper corners and in a nearly closed slot, where this simple estimate is no longer a useful guide.

The sign argument needs every surface either to take up copper ions or to be inert. If copper dissolves somewhere in the trench, as in the anodic part of a pulse-reverse cycle, that surface is a source of ions and can enrich the liquid near it for a while. This exception does not help the manuscript, which treats steady deposition.

## Request to the author

The inference from fast floor growth to high floor concentration should be withdrawn. A revised explanation has to name what makes $k$ larger at the floor, and to support it by a comparison in which that agent is changed while copper content, mean current density and trench shape are held fixed. The numerical output below gives the values used in this comment.

## Computed results

```
temperature: 298.15 K
diffusivity: 5.0e-06 cm2/s
bulk copper concentration: 0.60 mol/L
current density at mouth: 10.0 mA/cm2
boundary layer thickness: 50 um
molar volume of copper: 7.092 cm3/mol
mouth copper concentration: 0.548 mol/L
rate constant k: 9.453e-05 cm/s
growth speed at mouth: 3.68 nm/s
narrow: width 100 nm, depth 500 nm
narrow: decay length lambda 5143 nm
narrow: q 0.0972, beta 0.00972 (no unit)
narrow: floor/mouth C, formula 0.99435 (no unit)
narrow: floor/mouth C, 2D solution 0.99435 (no unit)
narrow: depletion 0.565 %, weak law 0.567 %
narrow: void at mouth closure 1.2 % of trench area
narrow: widest gap at closure 1.9 nm
narrow: E for equal floor and mouth growth 1.0057 (no unit)
narrow: floor/mouth C at that E 0.99435 (no unit)
narrow: growth ratio needed for bottom-up fill 10.0 (no unit)
narrow: transport ceiling on growth ratio 1056.2 (no unit)
narrow: E needed for bottom-up fill 10.14 (no unit)
narrow: ohmic drop 0.060 mV, slows floor 0.12 %
narrow: diffusion time 0.0005 s, closing time 13.6 s
narrow: depletion without supporting acid 0.283 %
large: width 10000 nm, depth 50000 nm
large: decay length lambda 51425 nm
large: q 0.9723, beta 0.09723 (no unit)
large: floor/mouth C, formula 0.61681 (no unit)
large: floor/mouth C, 2D solution 0.61749 (no unit)
large: depletion 38.319 %, weak law 56.720 %
large: void at mouth closure 34.6 % of trench area
large: widest gap at closure 5.1e+03 nm
large: E for equal floor and mouth growth 1.6981 (no unit)
large: floor/mouth C at that E 0.58951 (no unit)
large: growth ratio needed for bottom-up fill 10.0 (no unit)
large: transport ceiling on growth ratio 9.1 (no unit)
large: bottom-up ratio exceeds ceiling at this current
large: ohmic drop 6.000 mV, slows floor 11.02 %
large: diffusion time 5 s, closing time 1.36e+03 s
large: depletion without supporting acid 22.891 %
narrow: floor depletion relative to lip 0.566 %
growth used for coverage example: 20 nm
floor coverage gain after that growth: 2.333 (no unit)
floor C demanded by the misconception: 5.48 mol/L
back reaction at 0.10 V: 0.042 % of forward
wall-motion correction C*Omega: 0.39 %
conductivity used: 0.05 S/cm
surface energy used: 1.8 J/m2
capillary rate change, upper size at 50 nm radius: 10.8 %
Debye length, rough: 0.20 nm
```
